# Thickness-independent coercive field from the fold of a quartic Landau energy, part 2

At what field does a ferroelectric film reverse, and does that field depend on its thickness $d$? The film lies between two parallel electrodes that screen perfectly. Its polarization $P$ points along the film normal $z$ and has so far been uniform. Voltage $V$ and field $E$ are positive along positive $P$. Formulas are in SI units, fields in MV/cm. The displacement is $D=\varepsilon_0\varepsilon_bE+P$, with background permittivity $\varepsilon_b$.

With perfect electrodes $E=V/d$, and the energy density is $g=f(P)-EP$, where

$$f(P)=-\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4,\qquad \alpha>0,\quad \beta>0 .$$

At $E=0$ the minima $\pm P_0$, with $P_0=\sqrt{\alpha/\beta}$, are separated by a barrier of density $\alpha^2/(4\beta)$. The zero-field ferroelectric susceptibility $\chi$ obeys $\alpha=1/(2\varepsilon_0\chi)$. The metastable state opposed to the field vanishes at

$$E_c=\frac{2\alpha^{3/2}}{3\sqrt3\,\beta^{1/2}} ,$$

and $P$ jumps from $-P_0/\sqrt3$ to $+2P_0/\sqrt3$.

In scaled units $p=P/P_0$ and $e=E/(\alpha P_0)$, stationary states obey $p^3-p=e$, and the threshold is $e_c=2/(3\sqrt3)$. Just below it, with $u=p+1/\sqrt3$, the metastable minimum is at $u=-u_0$ and the barrier at $u=+u_0$. In unscaled units the barrier density there is

$$\Delta g=\frac{4}{3}\frac{\delta^{3/2}}{\sqrt{k}},\qquad \delta=E_c-E,\quad k=\sqrt3\,\beta P_0 .$$

A linear series layer of thickness $t$ and permittivity $\varepsilon_i$, without trapped charge, changes the coercive voltage to

$$V_c=d_{\rm eff}\,\frac{2\alpha'^{3/2}}{3\sqrt3\,\beta^{1/2}} ,$$

with $d_{\rm eff}=d+t\varepsilon_b/\varepsilon_i$ and $\alpha'=\alpha-t/(\varepsilon_0\varepsilon_id_{\rm eff})>0$. For a thin layer,

$$\frac{V_c}{E_cd}\approx1+\frac{t}{\varepsilon_id}\left(\varepsilon_b-3\chi\right).$$

The example has $P_0=20\ \mu\text{C/cm}^2$, $\chi=30$, $\varepsilon_b=5$ and $d=10$ nm, so $E_c=1.45$ MV/cm. A layer with $t=0.5$ nm and $\varepsilon_i=30$ lowers the apparent field $V_c/d$ to 1.25 MV/cm. Simulated voltage ramps, in which $P$ moved downhill in energy, confirmed both values.

### Small non-uniform disturbances

Return to perfect electrodes and let $P$ vary in space. Give the variation an energy density $\kappa|\nabla P|^2/2$, with $\kappa>0$ and no extra surface energy. Could a non-uniform ripple destabilise the metastable state before $E_c$?

Add a small ripple $\eta(\mathbf r)$ to the uniform state. It creates a potential $\phi$ that vanishes on both electrodes. Since the displacement has no sources in the film,

$$\varepsilon_0\varepsilon_b\nabla^2\phi=\partial_z\eta .$$

The ripple's interaction with its own field $-\partial_z\phi$ costs $\frac12\int\eta\,\partial_z\phi$. Integrate by parts twice, with $\phi=0$ on the electrodes and periodic lateral boundaries:

$$\frac12\int\eta\,\partial_z\phi=-\frac12\int\phi\,\partial_z\eta
=-\frac{\varepsilon_0\varepsilon_b}{2}\int\phi\nabla^2\phi
=\frac{\varepsilon_0\varepsilon_b}{2}\int|\nabla\phi|^2\ge0 .$$

The second-order energy of the ripple is therefore

$$\frac12\int\left[f''(P)\,\eta^2+\kappa|\nabla\eta|^2+\varepsilon_0\varepsilon_b|\nabla\phi|^2\right].$$

The last two terms are never negative, and both vanish for uniform $\eta$. The state is stable against every small ripple as long as $f''>0$, and the uniform mode becomes soft at $E_c$. Within this model the field of linear instability stays independent of thickness. A large local disturbance is another matter.

### Thermal reversal of a column

Consider a reversed column that runs through the film from one electrode to the other, with $P$ depending on the lateral position alone. Then $\partial_zP=0$, so there is no bound charge inside the film, and the electrodes compensate the charge on its surfaces. The field remains $V/d$ everywhere. The energy above the metastable state $P_m$ is

$$U=d\int d^2r\left[\frac{\kappa}{2}|\nabla P|^2+g(P)-g(P_m)\right].$$

The coefficient $\kappa$ is set by the width of a flat domain wall at zero field, which obeys $\kappa P''=-\alpha P+\beta P^3$. Try $P=P_0\tanh(x/\xi)$. Differentiating twice,

$$P''=-\frac{2}{\xi^2}\left(P-\frac{P^3}{P_0^2}\right).$$

The right side of the wall equation is $-\alpha(P-P^3/P_0^2)$, so $\kappa=\alpha\xi^2/2$.

Now measure lateral distance in units of $\ell=\sqrt{\kappa/\alpha}$. Both energy terms acquire the factor $\alpha P_0^2$, and the area element gives $\ell^2$. Since $\alpha\ell^2=\kappa$,

$$U=\kappa P_0^2d\;S,\qquad
S=\int d^2\rho\left[\tfrac12|\nabla p|^2+w(p)-w(p_m)\right],$$

with $w=-p^2/2+p^4/4-ep$. The critical column is the round stationary profile:

$$p''+\frac{p'}{\rho}=p^3-p-e,\qquad p'(0)=0,\quad p(\infty)=p_m .$$

Its energy $S$ depends on $E/E_c$ alone and is found numerically. Two limits show how it behaves.

**Weak field.** The column is wide and has a sharp wall. In scaled units the wall is $p=\tanh(x/\sqrt2)$, and its energy per length is

$$s=\int p'^2dx=\int_{-1}^{1}\frac{1-p^2}{\sqrt2}\,dp=\frac{2\sqrt2}{3}.$$

Here the gradient and potential parts are equal, which turns their sum into $p'^2$. A column of radius $R$ costs $2\pi Rs$ in wall and gains $2e\,\pi R^2$ in bulk. The maximum over $R$ is at $R=s/(2e)$, where

$$S=\frac{\pi s^2}{2e}=\frac{4\pi}{9e}.$$

It diverges as $e\to0$. The numerical profile at $E=0.1E_c$ was tested against this formula and agreed to within 5% of it.

**Close to $E_c$.** Let $\delta_s=e_c-e$. As in the first part, the scaled slope near the coalescence is $\delta_s-\sqrt3u^2$, with $u_0^2=\delta_s/\sqrt3$. Write $u=-u_0+2u_0\psi$. Then

$$\delta_s-\sqrt3u^2=4\sqrt3\,u_0^2(\psi-\psi^2),$$

and the profile equation becomes $\nabla^2\psi=2\sqrt3\,u_0(\psi-\psi^2)$. Rescaling length removes the prefactor, leaving one universal profile.

The energy follows from a scaling argument. Stretch a stationary profile by a factor $\lambda$. In two dimensions the gradient energy does not change, while the potential energy grows as $\lambda^2$. Stationarity at $\lambda=1$ then requires the total potential energy to be zero, so $S$ equals the gradient energy. That energy is unaffected by the length scale and proportional to $(2u_0)^2$. Hence

$$S\propto\delta_s\propto1-\frac{E}{E_c}.$$

### The thermally reduced field

Let $N$ independent sites attempt reversal at the rate $\nu$ for a time $\tau_d$. About one success is expected when $N\nu\tau_d\,e^{-U/k_BT}=1$, that is

$$U=k_BT\ln(N\nu\tau_d).$$

The rough inputs are $N=100$ for one grain, $\nu=10^{12}$ per second, $\tau_d=10^{-4}$ s and $T=300$ K. The logarithm is $\ln10^{10}=23.0$, and $U=0.595$ eV.

Reversing a whole grain uniformly is much harder. For a cube of side 10 nm the zero-field barrier density, 18.8 MJ/m³, amounts to 117 eV. At $0.9E_c$ the barrier is still 3.6 eV.

For the column take $\xi=0.5$ nm. At $d=10$ nm the energy unit $\kappa P_0^2d$ is 0.587 eV, so the required saddle energy is $S=0.595/0.587=1.01$. The numerical $S$ reaches this value at $0.87E_c$, or 1.27 MV/cm. With $\xi$, temperature and waiting time held fixed:

- 5 nm: $S=2.03$, field 1.12 MV/cm
- 10 nm: $S=1.01$, field 1.27 MV/cm
- 20 nm: $S=0.51$, field 1.35 MV/cm

The thinner film reverses at a lower field because a through-film column has an energy proportional to $d$. From 20 to 10 nm the required $S$ doubles and the reduction goes from 7% to 13% of $E_c$, in line with the linear law near the threshold.

The wall width matters strongly. For $\xi=0.3$ nm at 10 nm the field falls to 1.01 MV/cm, which is $0.70E_c$. Both values of $\xi$ are no larger than about one crystal cell, where a smooth $P(\mathbf r)$ is doubtful, so these fields show a trend and a sensitivity rather than reliable values. In thick films a reversed region need not span the film. A shorter nucleus attached to one electrode can then cost less than the column, despite the bound charge at its tip, and the column field is only an upper estimate. In this model that already applies to the 20 nm entry and to the 10 nm film with $\xi=0.3$ nm. In both, the column is unstable against a variation along its length, in the second case only just, so 1.35 and 1.01 MV/cm are upper estimates.

### Changing the shape of the wells

The quartic form is itself an assumption. Add a sixth-order term and keep $P_0$ and $\chi$ fixed:

$$f'=-aP+bP^3+cP^5,\qquad cP_0^4=\sigma a,\quad bP_0^2=(1-\sigma)a .$$

The share $\sigma$ is the part of the restoring field at $P_0$ that comes from the new term. The curvature at $P_0$ is

$$-a+3(1-\sigma)a+5\sigma a=2a(1+\sigma).$$

It must remain $2\alpha$, so $a=\alpha/(1+\sigma)$. The threshold is the largest opposing field that the well can balance:

$$E_c(\sigma)=\frac{\alpha P_0}{1+\sigma}\max_{0<p<1}\left[p-(1-\sigma)p^3-\sigma p^5\right].$$

At $\sigma=0$ the maximum is at $p=1/\sqrt3$ and the earlier result returns. For $\sigma=0.2$ the field is 1.29 MV/cm, 11% below the quartic value. This correction changes the number but introduces no thickness.

### Can the film support the field?

Taking a rough breakdown field of 4 MV/cm, $E_c$ is 0.36 of it. For tunnelling, let an electron of mass $m$ meet a barrier of height $\Phi$ tilted by the field. The semiclassical exponent is

$$\frac{2\sqrt{2m}}{\hbar}\int_0^d\!\sqrt{\Phi-qEx}\,dx
=\frac{4\sqrt{2m}}{3\hbar qE}\left[\Phi^{3/2}-(\Phi-qEd)^{3/2}\right],$$

valid while $qEd<\Phi$. With the rough values $\Phi=2$ eV and $m=0.2$ electron masses, the drop of 1.45 eV at 10 nm satisfies this condition. The exponent is 51 and the tunnelling factor is $7\times10^{-23}$. Direct tunnelling through a perfect film is negligible for these inputs. Leakage through defects is not covered.

### Beside a real film

The parameters lie in the rough regime of ferroelectric hafnium zirconium oxide grown by atomic layer deposition: films near 10 nm, polarization of order 20 $\mu$C/cm², relative permittivity around 30, and coercive fields of roughly 1 MV/cm. The ideal 1.45 MV/cm is somewhat high, but the closeness does not show that such films reverse uniformly. A measured permittivity constrains the sum $\varepsilon_b+\chi$, and the split used here, $\varepsilon_b=5$ and $\chi=30$, is an assumption. If part of the measured permittivity comes from moving domain walls or from lattice modes other than the ferroelectric one, the well's own $\chi$ is smaller, and $E_c\propto1/\chi$ at fixed $P_0$ is larger: $\chi=15$ gives 2.9 MV/cm, and $\chi$ below about 11 puts $E_c$ above the rough breakdown field of 4 MV/cm. Real films are polycrystalline and can reverse locally, which breaks the assumption of uniform switching. In the column model at 10 nm this lowers the field to 0.70 and 0.87 of $E_c$ for the two wall widths, the first value being an upper estimate. The series layer alone, if it neither leaks nor traps charge, lowers it to 1.25 MV/cm. The two effects were not combined, and defects, strain and trapped charge were left out. With the present values, both effects lower the apparent field of thinner films. A measured field that falls in this way is therefore compatible with a thickness-independent $f(P)$. Many ferroelectric films show the opposite trend, a coercive field that rises as the film is thinned, and with the present values these two effects do not explain it. A thin series layer raises $V_c/d$ only if $\varepsilon_b>3\chi$; for a total permittivity near 30 this means $\chi<7.5$ and a uniform $E_c$ above 5.8 MV/cm, beyond the breakdown field assumed here. The numerical output below lists the values used.

## Values computed for the example and the checks

```
input P0 = 20.0 uC/cm2
input chi = 30, eps_b = 5 (dimensionless)
alpha = 1.8823e+09 m/F
beta = 4.7059e+10 V m^5/C^3
scaled coercive field e_c = 0.38490
coercive field E_c = 1.449 MV/cm = 1.449e+08 V/m
P just before jump = -11.55 uC/cm2
P just after jump = 23.09 uC/cm2
displacement before jump = -10.91 uC/cm2
displacement after jump = 23.74 uC/cm2
series layer: t = 0.5 nm, eps_i = 30
d = 5 nm: ideal ramp V_c = 0.725 V
  ideal ramp V_c/d = 1.449 MV/cm
  with layer, formula V_c/d = 1.061 MV/cm
  with layer, ramp V_c/d = 1.061 MV/cm
d = 10 nm: ideal ramp V_c = 1.449 V
  ideal ramp V_c/d = 1.449 MV/cm
  with layer, formula V_c/d = 1.249 MV/cm
  with layer, ramp V_c/d = 1.251 MV/cm
d = 20 nm: ideal ramp V_c = 2.898 V
  ideal ramp V_c/d = 1.449 MV/cm
  with layer, formula V_c/d = 1.348 MV/cm
  with layer, ramp V_c/d = 1.349 MV/cm
uniform barrier density, E=0: 18.82 MJ/m3
grain side = 10 nm, height = 10 nm
uniform grain barrier, E=0: 117.5 eV
uniform grain barrier, E=0.9 E_c: 3.61 eV
near-fold / numerical barrier at 0.99 E_c = 0.9997
temperature = 300 K, sites = 100
attempt rate = 1e+12 1/s, dwell = 1e-04 s
thermally reachable barrier = 0.595 eV
column: d = 5 nm, wall xi = 0.5 nm
  kappa P0^2 d = 0.294 eV, S needed = 2.03
  thermal switching field = 1.12 MV/cm = 0.77 E_c
column: d = 10 nm, wall xi = 0.5 nm
  kappa P0^2 d = 0.587 eV, S needed = 1.01
  thermal switching field = 1.27 MV/cm = 0.87 E_c
column: d = 20 nm, wall xi = 0.5 nm
  kappa P0^2 d = 1.175 eV, S needed = 0.51
  thermal switching field = 1.35 MV/cm = 0.93 E_c
column: d = 10 nm, wall xi = 0.3 nm
  kappa P0^2 d = 0.211 eV, S needed = 2.81
  thermal switching field = 1.01 MV/cm = 0.70 E_c
sixth-order share = 0.2: E_c = 1.291 MV/cm
rough breakdown field = 4.0 MV/cm
E_c / breakdown field = 0.36
tunnel barrier = 2.0 eV, mass = 0.2 m_e
tunnelling exponent at E_c, 10 nm = 51.0
tunnelling factor exp(-exponent) = 7.0e-23
```
